\section*{Second-Order Density Correction to the Clausius-Mossotti Ratio for Hard Spheres, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a spherical sample to pairs of molecules}

A gap between two conductors is filled with a nonpolar gas. At low pressure each molecule responds to the applied field nearly as if it were alone, and the permittivity follows from the molecular polarizability and the number of molecules per volume. When the gas is compressed, molecules meet more often. Two neighbours polarize each other, and their joint dipole moment differs from the sum of two separate moments. The question is how much this mutual polarization adds to the permittivity at the first order in density at which it can appear.

The model is a fluid of $N$ identical molecules in a volume $V$, with density $n=N/V$. Each molecule has a hard core of diameter $s$, so that two centres cannot come closer than $s$. At its centre sits an isotropic point polarizability $\alpha$. There are no permanent dipoles and no other forces. The field is static and weak, and the positions are classical.

Polarizability is expressed as a volume. In SI units the induced moment is $4\pi\varepsilon_0\alpha E$; dividing all moments by $4\pi\varepsilon_0$ gives $p=\alpha E$, and a dipole $p$ then has the potential $p\cos\theta/r^2$. The symbol $\varepsilon$ denotes the relative permittivity.

\subsection{The moment of a dielectric sphere}

The permittivity must be tied to something that can be computed from molecules. The total moment of a large spherical sample serves this purpose. Let the sphere have radius $R$ and stand in vacuum in a uniform applied field $E_0$ along $z$. The potentials inside and outside are
\begin{align}
\phi_{\rm in} &= -aE_0\,r\cos\theta , \\
\phi_{\rm out} &= -E_0\,r\cos\theta+\frac{M\cos\theta}{r^2},
\label{eq:potentials}
\end{align}
where $M$ is the total moment and $a$ is the ratio of the inner field to the applied one. Put $m=M/(R^3E_0)$. Continuity of the potential at $r=R$ gives
\begin{equation}
-aE_0R=-E_0R+\frac{M}{R^2}
\quad\Longrightarrow\quad a=1-m .
\label{eq:cont}
\end{equation}
Continuity of the normal displacement, $\varepsilon\,\partial_r\phi_{\rm in}=\partial_r\phi_{\rm out}$, gives
\begin{equation}
-\varepsilon aE_0=-E_0-\frac{2M}{R^3}
\quad\Longrightarrow\quad \varepsilon a=1+2m .
\label{eq:disp}
\end{equation}
Inserting (\ref{eq:cont}) into (\ref{eq:disp}) yields $\varepsilon-\varepsilon m=1+2m$, and therefore $m=(\varepsilon-1)/(\varepsilon+2)$. This is the Clausius-Mossotti ratio, which we call $L$. Since $V=4\pi R^3/3$,
\begin{equation}
L\equiv\frac{\varepsilon-1}{\varepsilon+2}
=\frac{M}{R^3E_0}=\frac{4\pi}{3}\,\frac{M}{VE_0}.
\label{eq:link}
\end{equation}

Equation (\ref{eq:link}) contains no assumption about the field that acts on a molecule. It requires a sample large enough that a surface layer of molecular thickness, whose share of the volume is of order $s/R$, can be ignored. The ratio $L$ is thus the natural quantity to expand in density: it is proportional to the moment per volume in a known applied field.

The same calculation supplies a result needed later. A uniformly polarized sphere with polarization $P$ has $M=4\pi R^3P/3$. Its own potential is $M\cos\theta/r^2$ outside, and the inner potential that matches it at the surface is $Mr\cos\theta/R^3$. The field it produces at any inner point is therefore
\begin{equation}
E_{\rm self}=-\frac{M}{R^3}=-\frac{4\pi}{3}P ,
\label{eq:self}
\end{equation}
independent of the position of the point and of the radius.

\subsection{Coupled dipoles}

Molecule $i$ feels the applied field and the fields of all other dipoles:
\begin{equation}
\mathbf p_i=\alpha\Big(\mathbf E_0+\sum_{j\neq i}\mathsf T_{ij}\,\mathbf p_j\Big),
\qquad
\mathsf T_{ij}=\frac{3\hat{\mathbf r}\hat{\mathbf r}-\mathsf 1}{r^3},
\label{eq:dipoles}
\end{equation}
where $\mathbf r=\mathbf r_i-\mathbf r_j$, $r=|\mathbf r|$ and $\hat{\mathbf r}=\mathbf r/r$. The equations are linear, so for given positions the total moment is $\mathsf A\,\mathbf E_0$, with a tensor $\mathsf A$ that depends on all positions. Repeated insertion of (\ref{eq:dipoles}) into itself gives
\begin{equation}
\mathsf A=N\alpha\,\mathsf 1
+\alpha^2\sum_{i\neq j}\mathsf T_{ij}
+\alpha^3\sum_{i\neq j}\sum_{k\neq j}\mathsf T_{ij}\mathsf T_{jk}+\dots
\label{eq:iterate}
\end{equation}
In the third term $k$ may be equal to $i$. Such a term describes a field that leaves molecule $i$, polarizes molecule $j$, and returns to $i$.

The moment in (\ref{eq:link}) is the thermal average of $\mathsf A\mathbf E_0$. To first order in the field, the average can be taken with the positions distributed as they are without a field. The energy of the induced dipoles is of order $E_0^2$, so it changes the probabilities at order $E_0^2$ and the moment at order $E_0^3$.

\subsection{What the spherical shape removes}

Without a field, a spherical sample of hard spheres has no preferred direction. Rotating all positions about the centre of the sample leaves their probability unchanged and rotates $\mathsf A$. The average $\langle\mathsf A\rangle$ must then be a multiple of the unit tensor, and the multiple is fixed by the trace:
\begin{equation}
\langle\mathsf A\rangle=\tfrac13\langle{\rm tr}\,\mathsf A\rangle\,\mathsf 1,
\qquad
\frac{M}{E_0}=\tfrac13\langle{\rm tr}\,\mathsf A\rangle .
\label{eq:trace}
\end{equation}

The dipole tensor has no trace. From (\ref{eq:dipoles}),
\begin{equation}
{\rm tr}\,\mathsf T_{ij}=\frac{3\,\hat{\mathbf r}\cdot\hat{\mathbf r}-3}{r^3}=0 .
\label{eq:notrace}
\end{equation}
The term of order $\alpha^2$ in (\ref{eq:iterate}) therefore contributes nothing to (\ref{eq:trace}), for each pair and each arrangement separately. This matters because $\mathsf T$ falls off as $r^{-3}$, while the number of neighbours in a shell grows as $r^2$. The integral of the magnitude of $\mathsf T$ over a large sample diverges logarithmically, and its value with signs depends on the shape of the sample. In the sphere the trace settles the matter before any integral is taken, including for pairs near the surface.

The physical content is that a neighbour placed on the field axis strengthens the local field, a neighbour placed beside it weakens the local field, and the two effects balance on average over directions. What survives is the response to this field, which returns to its source.

\subsection{Sorting by the number of molecules involved}

For two molecules alone at distance $r$, define the excess of the mean polarizability over that of two separate molecules,
\begin{equation}
\Delta(r)=\tfrac13{\rm tr}\,\mathsf A(1,2)-2\alpha .
\label{eq:excessdef}
\end{equation}
For three molecules define $\Delta_3$ as what remains after the single and pair parts are removed:
\begin{equation}
\Delta_3(1,2,3)=\tfrac13{\rm tr}\,\mathsf A(1,2,3)-3\alpha
-\Delta(r_{12})-\Delta(r_{23})-\Delta(r_{31}) .
\label{eq:triple}
\end{equation}
Continuing in this way defines the excess of every larger group. By construction,
\begin{equation}
\tfrac13{\rm tr}\,\mathsf A=N\alpha+\sum_{\rm pairs}\Delta
+\sum_{\rm triples}\Delta_3+\dots
\label{eq:cluster}
\end{equation}
This is an identity for every arrangement of the molecules.

The average of the pair sum needs the probability of finding two molecules at distance $r$. In the interior of the fluid the density of ordered pairs is $n^2g(r)$, where $g$ is the pair distribution function. There are half as many unordered pairs as ordered ones. For a function $\Delta$ that falls off faster than $r^{-3}$, the pair sum per volume is
\begin{equation}
\frac1V\Big\langle\sum_{\rm pairs}\Delta\Big\rangle
=\frac{n^2}{2}\int g(r)\,\Delta(r)\,d^3r .
\label{eq:pairsum}
\end{equation}
The fall-off is sufficient here. By (\ref{eq:notrace}) the part of $\Delta$ linear in $\mathsf T$ is absent, and the next part contains $\mathsf T^2\sim r^{-6}$. Molecules near the surface lack some neighbours, but this affects a layer whose share of the volume vanishes as $R$ grows.

At lowest order in density no third molecule influences the pair. Two hard spheres then have equal probability at all allowed separations:
\begin{equation}
g(r)=\begin{cases}0, & r<s,\\ 1, & r>s,\end{cases}
\qquad\text{with corrections of order } n .
\label{eq:g}
\end{equation}
These corrections reach the ratio $L$ at order $n^3$.

\subsection{Why triples do not enter at second order}

Three molecules occur together with a density proportional to $n^3$. This puts the triple sum beyond second order, provided its coefficient stays finite when the sample becomes large. The proviso needs an argument, because $\Delta_3$ contains slowly decaying products such as $\mathsf T_{12}\mathsf T_{23}$.

Each term of $\Delta_3$ is the trace of a product of tensors along a walk that visits all three molecules. There are three kinds.

In the first kind the walk uses all three links. Its size is then at most a constant times $(r_{12}r_{23}r_{31})^{-3}$. If the shortest side of the triangle is $u$, the other two are comparable to each other when they are large. Integration over the third molecule gives at most a constant times $u^{-3}$, and the remaining integral of $u^{-6}$ over the volume outside the core converges.

In the second kind the walk uses two links, each at least twice. The factors then fall at least as $r_{12}^{-6}$ and $r_{23}^{-6}$, and both integrals converge.

In the third kind two links are used and one of them, say the link between 1 and 2, occurs once. Molecule 1 is then an end of the walk. At lowest order in density it may be anywhere in the sample outside the cores of 2 and 3. Write this condition as ``outside the core of 2'' minus ``outside the core of 2 but inside the core of 3''. For the first part we need
\begin{equation}
\mathsf F=\int_{|\mathbf r_1-\mathbf r_2|>s}\mathsf T_{12}\,d^3r_1 .
\label{eq:F}
\end{equation}
The vector $\mathsf F\mathbf P$ is the field at $\mathbf r_2$ of matter with uniform polarization $\mathbf P$ that fills the sample except for a spherical cavity of radius $s$ around $\mathbf r_2$. That field is the field of the full sphere minus the field of the small sphere cut out. By (\ref{eq:self}) both have the same value at $\mathbf r_2$, so
\begin{equation}
\mathsf F\,\mathbf P=-\frac{4\pi}{3}\mathbf P+\frac{4\pi}{3}\mathbf P=0 .
\label{eq:Fzero}
\end{equation}
This holds when the whole cavity lies in the sample. If molecule 2 is closer than $s$ to the surface, $\mathsf F$ is finite but not zero; the share of such molecules is of order $s/R$ and vanishes for a large sample.

In the second part molecule 1 lies within $s$ of molecule 3. For distant pairs its link then decays as $r_{23}^{-3}$, and together with the link between 2 and 3, which is present at least once, the product falls at least as $r_{23}^{-6}$. The integral converges.

The triple coefficient is thus finite at each order in $\alpha$, and triples contribute at order $n^3$. Larger groups carry at least $n^4$; we take their coefficients to be finite as well, without a separate proof. A numerical sample in which all molecules are coupled is compared with this reduction in the second half.

Combining (\ref{eq:link}), (\ref{eq:trace}), (\ref{eq:cluster}), (\ref{eq:pairsum}) and (\ref{eq:g}) gives
\begin{equation}
L=\frac{4\pi}{3}n\alpha+Bn^2+O(n^3),
\qquad
B=\frac{4\pi}{3}\cdot\frac12\int_{r>s}\Delta(r)\,d^3r .
\label{eq:Bdef}
\end{equation}
The first term is the Clausius-Mossotti law. Equation (\ref{eq:Fzero}) shows its usual picture at work: in a spherical sample, the mean field of evenly spread neighbours outside a spherical cavity is zero. The second term measures the departure from that mean, caused by individual close pairs.

\section{The pair coefficient and its size in methane gas}

The first half considered molecules with hard-core diameter $s$ and polarizability volume $\alpha$ at density $n$. The ratio $L=(\varepsilon-1)/(\varepsilon+2)$ was found to be $(4\pi/3)n\alpha+Bn^2$ up to second order. By (\ref{eq:Bdef}), $B$ is $4\pi/3$ times half the integral of the pair excess $\Delta(r)$ over all separations $r>s$. The excess is the direction-averaged polarizability of two coupled molecules minus $2\alpha$. It remains to solve the two-molecule problem and integrate.

\subsection{Two coupled molecules}

Let $x=\alpha/r^3$. By symmetry the two molecules carry equal moments $p$ when the field is along or across the line joining them. In the first case $\mathsf T$ has the value $2/r^3$, in the second $-1/r^3$. Equation (\ref{eq:dipoles}) becomes
\begin{align}
p_\parallel&=\alpha E_0+2x\,p_\parallel
&&\Longrightarrow& p_\parallel&=\frac{\alpha E_0}{1-2x},
\label{eq:par}\\
p_\perp&=\alpha E_0-x\,p_\perp
&&\Longrightarrow& p_\perp&=\frac{\alpha E_0}{1+x}.
\label{eq:perp}
\end{align}
There is one direction along the line and there are two across it. Each pair has two molecules, so (\ref{eq:excessdef}) gives
\begin{equation}
\Delta=2\alpha\left[\frac{1}{3(1-2x)}+\frac{2}{3(1+x)}-1\right].
\label{eq:delta1}
\end{equation}
The first two fractions have the common numerator $(1+x)+2(1-2x)=3(1-x)$. Hence
\begin{align}
\Delta&=2\alpha\,\frac{(1-x)-(1-2x)(1+x)}{(1-2x)(1+x)} \nonumber\\
&=2\alpha\,\frac{(1-x)-(1-x-2x^2)}{(1-2x)(1+x)}
=\frac{4\alpha x^2}{(1-2x)(1+x)} .
\label{eq:delta2}
\end{align}
For $x\ll1$ this is
\begin{equation}
\Delta\simeq4\alpha x^2=\frac{4\alpha^3}{r^6}.
\label{eq:delta3}
\end{equation}

The same leading term follows from the returning field in (\ref{eq:iterate}). The mean of $\mathsf T^2$ over directions is $(4+1+1)/(3r^6)=2/r^6$, and each of the two molecules contributes $\alpha^3$ times this value. The squares explain the sign. A neighbour that strengthens the field is itself polarized more strongly, and one that weakens it is polarized less, so the second-order response is positive in every direction.

The second-order coefficient $B$ has been reduced to an integral of the pair excess $\Delta(r)$, and $\Delta(r)$ has been found in closed form for two coupled point dipoles. It remains to carry out the integral over separations, estimate the size of the correction in methane gas, and examine what the model leaves out.
